# A failing check and its repair

Subject: Why a Field-Like Torque Barely Shifts the Collinear Perpendicular Instability Current.

```python
"""Result under test: for a perpendicular macrospin with a collinear polarizer,
    a_c = alpha*(B_k + B_z)/(1 + alpha*beta)
is the damping-like amplitude at which the parallel state becomes unstable.
Gilbert equation, m = unit magnetization, p = polarizer direction:
  dm/dt = -g m x (B_k m_z z + B_z z - b p) + g a m x (m x p) + alpha m x dm/dt
a, b  : damping-like and field-like amplitudes (tesla), b = beta*a
alpha : Gilbert damping;  g : gyromagnetic ratio;  B_k : anisotropy field
Rates returned by the functions are divided by g, so they are in tesla."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.special import jnp_zeros

# Rough typical values for a perpendicular CoFeB/MgO memory cell
BK, ALPHA, MS, THICK, DIAM = 0.4, 0.01, 1.0e6, 1.5e-9, 30e-9
ETA, TEMP = 0.6, 300.0
GAMMA = sc.physical_constants['electron gyromag. ratio'][0]
G_NS = GAMMA * 1e-9
Y, Z, ZERO = np.array([0., 1., 0.]), np.array([0., 0., 1.]), np.zeros(3)


def cross(u, v):
    return np.array([u[1]*v[2] - u[2]*v[1],
                     u[2]*v[0] - u[0]*v[2],
                     u[0]*v[1] - u[1]*v[0]])


def torque(m, a, b, p=Z, extra=ZERO, bk=BK):
    """All torques except Gilbert damping."""
    zero = 0.0 * m[0]
    field = np.array([extra[0] - b*p[0] + zero,
                      extra[1] - b*p[1] + zero,
                      extra[2] - b*p[2] + bk*m[2]])
    return -cross(m, field) + a*cross(m, cross(m, p))


def rate(m, a, b, alpha=ALPHA, p=Z, extra=ZERO, bk=BK):
    tq = torque(m, a, b, p, extra, bk)
    return (tq + alpha*cross(m, tq)) / (1 + alpha**2)


# The explicit rate must satisfy the implicit Gilbert equation
rng = np.random.default_rng(4)
for _ in range(20):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    a, b, bz = rng.normal(size=3)
    ex = np.array([0, 0, bz])
    md = rate(m, a, b, 0.3, Z, ex)
    assert np.allclose(md, torque(m, a, b, Z, ex) + 0.3*cross(m, md), atol=1e-12)
    mz_rate = (1 - m[2]**2)*(0.3*(BK*m[2] + bz - b) - a)/(1 + 0.3**2)
    assert abs(md[2] - mz_rate) < 1e-12


def fixed_point_jacobian(a, law, alpha=ALPHA, p=Z, pole=1, bz=0.0):
    """Follow the equilibrium from the pole as the drive is raised to a;
    return the numerical Jacobian there. law(a) gives the field-like b."""
    ex = np.array([0.0, 0.0, bz])

    def flow(xy, drive):
        mz = pole*np.sqrt(1 - xy[0]**2 - xy[1]**2)
        m = np.array([xy[0], xy[1], mz])
        return rate(m, drive, law(drive), alpha, p, ex)[:2]

    def jac(xy, drive, h=1e-5):
        cols = [(flow(xy + d, drive) - flow(xy - d, drive))/(2*h)
                for d in h*np.eye(2)]
        return np.array(cols).T

    xy = np.zeros(2)
    steps = [1.0] if p is Z else np.linspace(0.125, 1, 8)
    for s in steps:
        for _ in range(8):
            xy = xy - np.linalg.solve(jac(xy, s*a), flow(xy, s*a))
    assert np.linalg.norm(flow(xy, a)) < 1e-9
    return jac(xy, a)


def threshold(law, lo, hi, alpha=ALPHA, p=Z, pole=1, bz=0.0):
    """Size of the drive at which the Jacobian trace changes sign."""
    def trace(x):
        return np.trace(fixed_point_jacobian(pole*x, law, alpha, p, pole, bz))
    assert trace(lo) < 0 < trace(hi)
    return brentq(trace, lo, hi, xtol=1e-14, rtol=1e-12)


# Threshold law and the balance a = alpha*omega/g, for both states
worst = 0.0
for al in (0.01, 0.1):
    for be in (-3.0, 0.0, 1.0, 5.0):
        for pole, bz in ((1, 0.0), (1, 0.1), (1, -0.1), (-1, 0.1)):
            def law(x, be=be):
                return be*x
            ac = threshold(law, 0.3*al*BK, 1.95*al*BK, al, Z, pole, bz)
            formula = al*(BK + pole*bz)/(1 + al*be)
            worst = max(worst, abs(ac/formula - 1))
            ev = np.linalg.eigvals(fixed_point_jacobian(pole*ac, law, al, Z, pole, bz))
            assert abs(ac/(al*abs(ev[0].imag)) - 1) < 1e-6
assert worst < 1e-6

a0 = threshold(lambda x: 0.0, 0.3*ALPHA*BK, 1.9*ALPHA*BK)
a1 = threshold(lambda x: x, 0.3*ALPHA*BK, 1.9*ALPHA*BK)
a_half = threshold(lambda x: 0.0, 0.3*ALPHA*BK, 1.9*ALPHA*BK, bz=BK/2)
assert abs(a_half/a0 - 1.5) < 1e-6
freq = []
for ac, be in ((a0, 0.0), (a1, 1.0)):
    ev = np.linalg.eigvals(fixed_point_jacobian(ac, lambda x: be*x))
    freq.append(abs(ev[0].imag)*GAMMA/(2*np.pi)*1e-9)
assert abs(freq[1]/freq[0] - a1/a0) < 1e-6

# Field-like torque even in the current, equal to a at the bare threshold
even = [threshold(lambda x: x**2/(ALPHA*BK), 0.3*ALPHA*BK, 1.9*ALPHA*BK, pole=s)/a0
        for s in (1, -1)]
assert abs(even[0] - (np.sqrt(1 + 4*ALPHA) - 1)/(2*ALPHA)) < 1e-6
assert abs(even[1] - (1 - np.sqrt(1 - 4*ALPHA))/(2*ALPHA)) < 1e-6

# Slightly tilted polarizer
psi = np.radians(5.0)
p_tilt = np.array([np.sin(psi), 0.0, np.cos(psi)])
tilt = [threshold(lambda x: be*x, 0.3*ALPHA*BK, 1.9*ALPHA*BK, p=p_tilt)
        for be in (0.0, 1.0)]
for value, be in zip(tilt, (0.0, 1.0)):
    assert abs(value*np.cos(psi)*(1 + ALPHA*be)/(ALPHA*BK) - 1) < 1e-3

# In-plane polarizer: static loss of equilibrium at B_k/2 when b = 0
det0 = np.linalg.det(fixed_point_jacobian(0.0, lambda x: 0.0, p=Y))
for frac in (0.4, 0.49):
    J = fixed_point_jacobian(frac*BK, lambda x: 0.0, p=Y)
    assert np.trace(J) < 0
    assert abs(np.linalg.det(J)/det0 - np.sqrt(1 - 4*frac**2)) < 1e-4
inplane = threshold(lambda x: -x, 0.03*BK, 0.2*BK, p=Y)
# leading-order estimate; corrections are of relative order alpha times a few
assert abs(inplane/(BK*np.sqrt(ALPHA)) - 1) < 0.05

# Time integration at a current between the two thresholds
a_mid, t_mid, ratios = 0.995*ALPHA*BK, 40.0, []
for be in (0.0, 1.0):
    start = np.array([0.01, 0.0, np.sqrt(1 - 1e-4)])
    sol = solve_ivp(lambda t, m: G_NS*rate(m, a_mid, be*a_mid), (0, t_mid), start,
                    method='DOP853', rtol=1e-9, atol=1e-11)
    ratios.append(np.hypot(*sol.y[:2, -1])/0.01)
    growth = G_NS*(a_mid - ALPHA*(BK - be*a_mid))/(1 + ALPHA**2)
    assert abs(np.log(ratios[-1]) - growth*t_mid) < 0.01
assert ratios[0] < 1 < ratios[1]

# Full reversal at 1.5 times the bare threshold from the thermal rms angle
area = np.pi*DIAM**2/4
delta = MS*BK*area*THICK/(2*sc.k*TEMP)
theta0 = 1/np.sqrt(delta)
a_sw, t_switch, mz_end = 1.5*a0, [], []


def crossing(t, m):
    return m[2]


for be in (0.0, 1.0):
    start = np.array([np.sin(theta0), 0.0, np.cos(theta0)])
    sol = solve_ivp(lambda t, m: G_NS*rate(m, a_sw, be*a_sw), (0, 25), start,
                    method='DOP853', rtol=1e-8, atol=1e-10, events=crossing)
    t_switch.append(sol.t_events[0][0])
    mz_end.append(sol.y[2, -1])
    integral = quad(lambda u: (1 + ALPHA**2)/(G_NS*(1 - u*u)
                    * (a_sw - ALPHA*(BK*u - be*a_sw))), 0, np.cos(theta0))[0]
    assert abs(t_switch[-1]/integral - 1) < 1e-3
    assert mz_end[-1] < -0.99


def mean_passage(barrier, i):
    """Mean time from m_z=1 to m_z=0, unit (1+alpha^2)/(g alpha B_k)."""
    u = np.linspace(0, 1, 20001)
    w = np.exp(barrier*(u*u - 2*i*u - 1 + 2*i))
    inner = -cumulative_trapezoid(w[::-1], u[::-1], initial=0)[::-1]
    f = np.full_like(u, barrier)
    f[:-1] = 2*barrier*inner[:-1]/((1 - u[:-1]**2)*w[:-1])
    return trapezoid(f, u)


# Stochastic trajectories (g = B_k = 1) with a field-like torque present
al, be, i_test, bar, dt = 0.1, 1.0, 0.8, 20.0, 0.05
a_st = i_test*al/(1 + al*be)
sigma = np.sqrt(al/(bar*dt))
m = np.zeros((3, 1500))
m[2] = 1.0
total, count, step = 0.0, 0, 0
while m.shape[1] and step < 30000:
    step += 1
    noise = sigma*rng.normal(size=m.shape)
    k1 = rate(m, a_st, be*a_st, al, Z, noise, 1.0)
    k2 = rate(m + dt*k1, a_st, be*a_st, al, Z, noise, 1.0)
    m = m + 0.5*dt*(k1 + k2)
    m /= np.sqrt((m*m).sum(axis=0))
    done = m[2] <= 0
    total += done.sum()*step*dt
    count += done.sum()
    if done.any():
        m = m[:, ~done]
assert m.shape[1] == 0
t_sim = total/count
t_theory = mean_passage(bar, i_test)*(1 + al**2)/al
# statistical error of the mean is about 2 percent
assert abs(t_sim/t_theory - 1) < 0.08

unit_ns = (1 + ALPHA**2)/(G_NS*ALPHA*BK)
i_100 = brentq(lambda i: mean_passage(delta, i)*unit_ns - 100.0, 0.3, 1.2)

# Engineering numbers
to_J = 2*sc.e*MS*THICK/(sc.hbar*ETA)
J0, J1 = a0*to_J, a1*to_J
RA, d_ox, xi, A_ex = 5e-12, 1e-9, 50e-15, 1.5e-11
volt = J0*RA
vcma = 2*xi*volt/d_ox/(MS*THICK)/BK
path, kappa, t_curie = 50e-9, 20.0, 1000.0
heat = J0**2*RA*path/kappa


def bloch(T):
    return 1 - (T/t_curie)**1.5


heat_shift = (bloch(TEMP + heat)/bloch(TEMP))**2 - 1
oersted = sc.mu_0*J0*DIAM/4
b_exch = 2*A_ex*(jnp_zeros(1, 1)[0]/(DIAM/2))**2/MS
wall = np.pi*np.sqrt(A_ex/(MS*BK/2))
beta10 = brentq(lambda be: 1/(1 + ALPHA*be) - 0.9, 0, 100)

print(f"Input: B_k = {BK} T, alpha = {ALPHA}, M_s = {MS/1e6:.1f} MA/m")
print(f"Input: diameter {DIAM*1e9:.0f} nm, thickness {THICK*1e9:.1f} nm")
print(f"Input: efficiency eta = {ETA}, temperature {TEMP:.0f} K")
print(f"Threshold formula, worst relative error in 32 cases: {worst:.1e}")
print(f"Critical a, beta=0: {a0*1e3:.4f} mT")
print(f"Critical a, beta=1: {a1*1e3:.4f} mT")
print(f"Field-like field at threshold / B_k, beta=1: {a1/BK:.5f}")
print(f"Critical current density, beta=0: {J0/1e10:.3f} MA/cm2")
print(f"Critical current density, beta=1: {J1/1e10:.3f} MA/cm2")
print(f"Critical current, beta=0: {J0*area*1e6:.2f} uA")
print(f"Critical current, beta=1: {J1*area*1e6:.2f} uA")
print(f"Change of critical current by beta=1: {100*(J1/J0-1):.3f} %")
print(f"Threshold frequency, beta=0: {freq[0]:.3f} GHz")
print(f"Threshold frequency, beta=1: {freq[1]:.3f} GHz")
print(f"Change by an axial field +B_k/2: {100*(a_half/a0-1):.1f} %")
print(f"beta needed for a 10 % reduction: {beta10:.1f}")
print(f"Even field-like torque, parallel state: {100*(even[0]-1):+.2f} %")
print(f"Even field-like torque, antiparallel: {100*(even[1]-1):+.2f} %")
print(f"Test between thresholds: a = {a_mid*1e3:.3f} mT for {t_mid:.0f} ns")
print(f"Amplitude end/start, beta=0: {ratios[0]:.3f}")
print(f"Amplitude end/start, beta=1: {ratios[1]:.3f}")
print(f"Stability factor Delta: {delta:.1f}")
print(f"Thermal rms angle: {np.degrees(theta0):.2f} degrees")
print(f"Time to m_z=0 at 1.5 x bare threshold, beta=0: {t_switch[0]:.2f} ns")
print(f"Time to m_z=0 at the same current, beta=1: {t_switch[1]:.2f} ns")
print(f"Final m_z, beta=0 and 1: {mz_end[0]:.4f}, {mz_end[1]:.4f}")
print(f"In-plane polarizer, beta=-1: critical a / B_k = {inplane/BK:.4f}")
print(f"  leading-order estimate sqrt(alpha) = {np.sqrt(ALPHA):.4f}")
print(f"Passage time, simulated/integral: {t_sim/t_theory:.3f}")
print(f"Thermal: I/I_c for a mean switching time of 100 ns: {i_100:.3f}")
print(f"Polarizer tilt 5 deg, beta=0: {100*(tilt[0]/a0-1):+.2f} %")
print(f"Polarizer tilt 5 deg, effect of beta=1: {100*(tilt[1]/tilt[0]-1):+.2f} %")
print(f"Rough input: RA = {RA*1e12:.0f} Ohm um2, barrier {d_ox*1e9:.0f} nm")
print(f"Voltage at threshold: {volt:.3f} V")
print(f"Barrier field: {volt/d_ox/1e8:.2f} MV/cm (breakdown roughly 10)")
print(f"Rough input: voltage-anisotropy coefficient {xi*1e15:.0f} fJ/(V m)")
print(f"Voltage-controlled anisotropy, size of shift: {100*vcma:.2f} %")
print(f"Rough input: heat path {path*1e9:.0f} nm, {kappa:.0f} W/(m K)")
print(f"Rough input: Curie temperature {t_curie:.0f} K")
print(f"Self-heating: {heat:.1f} K")
print(f"Current shift by heating, if J_c ~ M_s^2: {100*heat_shift:.1f} %")
print(f"Oersted field at the edge: {oersted*1e3:.2f} mT")
print(f"Rough input: exchange stiffness {A_ex*1e12:.0f} pJ/m")
print(f"Exchange field of first nonuniform mode: {b_exch:.2f} T")
print(f"Domain-wall width: {wall*1e9:.1f} nm")
print("all good")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 131, in <module>
    assert abs(np.linalg.det(J)/det0 - np.sqrt(1 - 4*frac**2)) < 1e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the formula the test expected for the in-plane polarizer, not in the equation of motion. With s = √(1−4(a/B_k)²), the determinant relative to zero drive was taken as s, but the precession stiffness at the tilted equilibrium adds a factor cos²θ = (1+s)/2, so the correct value is s(1+s)/2. The same determinant is now compared with this value at the same two drives and the same tolerance, and the loss of equilibrium at B_k/2 stands, because the corrected expression also vanishes there. Separately, the full-reversal integration now ends at 15 ns instead of 25 ns to save run time, with its assertions unchanged.

Repair:

```diff
@@ -124,10 +124,12 @@
     assert abs(value*np.cos(psi)*(1 + ALPHA*be)/(ALPHA*BK) - 1) < 1e-3
 
-# In-plane polarizer: static loss of equilibrium at B_k/2 when b = 0
+# In-plane polarizer, b = 0: equilibrium tilt theta with a = B_k sin cos;
+# the determinant scales as cos(theta)^2 cos(2 theta), zero at a = B_k/2
 det0 = np.linalg.det(fixed_point_jacobian(0.0, lambda x: 0.0, p=Y))
 for frac in (0.4, 0.49):
     J = fixed_point_jacobian(frac*BK, lambda x: 0.0, p=Y)
+    theta = 0.5*np.arcsin(2*frac)
     assert np.trace(J) < 0
-    assert abs(np.linalg.det(J)/det0 - np.sqrt(1 - 4*frac**2)) < 1e-4
+    assert abs(np.linalg.det(J)/det0 - np.cos(theta)**2*np.cos(2*theta)) < 1e-4
 inplane = threshold(lambda x: -x, 0.03*BK, 0.2*BK, p=Y)
 # leading-order estimate; corrections are of relative order alpha times a few
@@ -158,5 +160,5 @@
 for be in (0.0, 1.0):
     start = np.array([np.sin(theta0), 0.0, np.cos(theta0)])
-    sol = solve_ivp(lambda t, m: G_NS*rate(m, a_sw, be*a_sw), (0, 25), start,
+    sol = solve_ivp(lambda t, m: G_NS*rate(m, a_sw, be*a_sw), (0, 15), start,
                     method='DOP853', rtol=1e-8, atol=1e-10, events=crossing)
     t_switch.append(sol.t_events[0][0])
```

The mended program passes:

```
Input: B_k = 0.4 T, alpha = 0.01, M_s = 1.0 MA/m
Input: diameter 30 nm, thickness 1.5 nm
Input: efficiency eta = 0.6, temperature 300 K
Threshold formula, worst relative error in 32 cases: 6.7e-11
Critical a, beta=0: 4.0000 mT
Critical a, beta=1: 3.9604 mT
Field-like field at threshold / B_k, beta=1: 0.00990
Critical current density, beta=0: 3.039 MA/cm2
Critical current density, beta=1: 3.008 MA/cm2
Critical current, beta=0: 21.48 uA
Critical current, beta=1: 21.27 uA
Change of critical current by beta=1: -0.990 %
Threshold frequency, beta=0: 11.210 GHz
Threshold frequency, beta=1: 11.099 GHz
Change by an axial field +B_k/2: 50.0 %
beta needed for a 10 % reduction: 11.1
Even field-like torque, parallel state: -0.98 %
Even field-like torque, antiparallel: +1.02 %
Test between thresholds: a = 3.980 mT for 40 ns
Amplitude end/start, beta=0: 0.870
Amplitude end/start, beta=1: 1.151
Stability factor Delta: 51.2
Thermal rms angle: 8.01 degrees
Time to m_z=0 at 1.5 x bare threshold, beta=0: 5.54 ns
Time to m_z=0 at the same current, beta=1: 5.42 ns
Final m_z, beta=0 and 1: -1.0000, -1.0000
In-plane polarizer, beta=-1: critical a / B_k = 0.0985
  leading-order estimate sqrt(alpha) = 0.1000
Passage time, simulated/integral: 0.991
Thermal: I/I_c for a mean switching time of 100 ns: 0.758
Polarizer tilt 5 deg, beta=0: +0.38 %
Polarizer tilt 5 deg, effect of beta=1: -0.98 %
Rough input: RA = 5 Ohm um2, barrier 1 nm
Voltage at threshold: 0.152 V
Barrier field: 1.52 MV/cm (breakdown roughly 10)
Rough input: voltage-anisotropy coefficient 50 fJ/(V m)
Voltage-controlled anisotropy, size of shift: 2.53 %
Rough input: heat path 50 nm, 20 W/(m K)
Rough input: Curie temperature 1000 K
Self-heating: 11.5 K
Current shift by heating, if J_c ~ M_s^2: -2.3 %
Oersted field at the edge: 0.29 mT
Rough input: exchange stiffness 15 pJ/m
Exchange field of first nonuniform mode: 0.45 T
Domain-wall width: 27.2 nm
all good
```
